\section*{Surface strain of a bent flexible substrate with a central neutral plane}

\section*{Question}

I am working through an exercise on strain engineering of two-dimensional channel materials. A transistor with an atomically thin channel sits on a flexible substrate of thickness $125\,\mu\mathrm{m}$. The substrate is bent to a radius of $5\,\mathrm{mm}$, and I have to calculate the strain at its surface, ``assuming a central neutral plane''.

I can see that the answer should be some ratio of thickness to radius, but I cannot decide between $t/R$ and $t/(2R)$. I also don't see why there should be a neutral plane in the middle, or why no elastic modulus is given. Does it matter whether the $5\,\mathrm{mm}$ is measured to the inside or the outside of the bend? And the channel is much stiffer than a plastic substrate, so doesn't it spoil the assumption?

\section*{Answer}

The factor of two is settled by asking which layer of the substrate keeps its length, and how far the surface is from that layer. I first find the strain of any layer from geometry, then show why the unstretched layer is in the middle, and then put in the numbers. Your last two questions each need a small extension of the same argument.

\subsection*{Conventions}

Strain means change of length divided by original length,
\begin{equation}
\varepsilon=\frac{\text{bent length}-\text{original length}}{\text{original length}},
\end{equation}
so it is positive in tension and negative in compression. It is taken along the bending direction, the direction that becomes an arc. The strain along the axis of the bend depends on how the sheet contracts sideways and is not calculated here.

The substrate is flat and free of stress before bending. I assume that straight lines drawn through its thickness stay straight and perpendicular to the neutral plane, and that the thickness does not change. The neutral plane is the layer whose length is unchanged. Your exercise does not say where the radius is measured, so I take $R$ as the radius of the neutral plane and examine the other choices below.

\subsection*{Strain of a layer at height $z$}

Take a piece of substrate of original length $L$. After bending, its neutral plane is an arc of radius $R$ and angle $\theta$. The length of an arc is radius times angle, and this arc still has length $L$, so
\begin{equation}
R\theta=L .
\label{eq:angle}
\end{equation}

Now consider a layer at height $z$ above the neutral plane, with $z$ positive towards the convex (outer) face. The lines through the thickness have stayed perpendicular to the neutral plane, so they point along radii of the circle. The layer therefore spans the same angle $\theta$, but at radius $R+z$. Its bent length is $(R+z)\theta$. Its original length was $L=R\theta$, because all layers of the flat sheet were equally long. The strain is
\begin{align}
\varepsilon(z)&=\frac{(R+z)\theta-R\theta}{R\theta}\nonumber\\
&=\frac{z\theta}{R\theta}=\frac{z}{R}.
\label{eq:layer}
\end{align}

The angle has cancelled: a longer strip bends through a larger angle, but each part of it is strained equally. No small-angle approximation was made. The sign also comes out correctly. Layers on the convex side have $z>0$ and are stretched; layers on the concave side have $z<0$ and are compressed.

What remains is the value of $z$ at the surface, and for that we need the position of the neutral plane.

\subsection*{Why the neutral plane is in the middle}

Geometry alone cannot locate the neutral plane. One could bend a sheet and pull on it at the same time, so that every layer became longer. The missing condition is that the sheet is bent without a net pull or push along its length. The tensile forces on one side must then balance the compressive forces on the other.

Let $y$ be the distance from the concave face, so that $0\le y\le t$, and let the neutral plane be at $y=y_n$. Then $z=y-y_n$. For a linear elastic material of modulus $E$, the stress is $E\varepsilon=E(y-y_n)/R$. The force per unit width is the integral of the stress through the thickness, and it must vanish:
\begin{equation}
\int_0^t E\,\frac{y-y_n}{R}\,dy=0 .
\end{equation}
In a homogeneous substrate $E$ is the same at every height, so $E/R$ comes out of the integral:
\begin{align}
0&=\frac{E}{R}\left[\frac{y^2}{2}-y_n y\right]_0^t\nonumber\\
&=\frac{Et}{R}\left(\frac t2-y_n\right).
\end{align}
The factor in front is not zero, hence
\begin{equation}
y_n=\frac t2 .
\end{equation}

This answers your question about the modulus. Its value drops out, although its uniformity through the thickness was needed. A stiffer substrate needs a larger bending moment to reach the same radius, but at that radius it has the same strain.

Strict linearity is not essential. Suppose the material responds equally strongly to tension and compression, so that reversing the strain just reverses the stress. With the neutral plane in the middle, the stress at $+z$ then cancels the stress at $-z$, and the net force is again zero. A material that is softer in compression than in tension would not give this cancellation, and its neutral plane would leave the centre.

\subsection*{The surface strain}

With a central neutral plane, the convex face is at $z=+t/2$ and the concave face at $z=-t/2$. Equation~\eqref{eq:layer} gives
\begin{equation}
\varepsilon_{\text{convex}}=+\frac{t}{2R},\qquad
\varepsilon_{\text{concave}}=-\frac{t}{2R}.
\label{eq:surface}
\end{equation}
The factor of two is there because the surface is half a thickness away from the unstretched layer.

Both lengths must be in the same unit. With $t=125\,\mu\mathrm{m}=0.125\,\mathrm{mm}$,
\begin{equation}
\frac{t}{2R}=\frac{0.125\,\mathrm{mm}}{2\times5\,\mathrm{mm}}
=\frac{0.125}{10}=0.0125=1.25\,\% .
\end{equation}
A channel on the convex face is under $1.25\,\%$ tension. If the substrate is bent the other way, so that the channel is on the concave face, it is under $1.25\,\%$ compression.

Your other candidate, $t/R$, would give $2.5\,\%$. That would be the strain of the convex face if the concave face kept its length, with the whole thickness lying on the stretched side. Force balance rules this out for a freely bent homogeneous sheet, since there would be tension everywhere and nothing to balance it.

\subsection*{The same result as a change of length}

Take a strip $10\,\mathrm{mm}$ long. From equation~\eqref{eq:angle}, it bends through
\begin{equation}
\theta=\frac LR=\frac{10\,\mathrm{mm}}{5\,\mathrm{mm}}=2\,\mathrm{rad}.
\end{equation}
The convex face has radius $R+t/2=5.0625\,\mathrm{mm}$, so its length is
\begin{equation}
5.0625\,\mathrm{mm}\times2=10.125\,\mathrm{mm}.
\end{equation}
It has grown by $0.125\,\mathrm{mm}$, or $125\,\mu\mathrm{m}$, and $0.125/10=0.0125$ as before. That the elongation equals the substrate thickness is a feature of this strip length: in general the elongation is $t\theta/2$, which equals $t$ when $\theta=2\,\mathrm{rad}$.

These lengths were also checked without the arc formula. Points of the flat strip were moved to their places on the bent strip, and the short straight distances between neighbours were added up. The strains obtained were $+1.25\,\%$ and $-1.25\,\%$ for the two faces. The values are in the numerical output below.

\subsection*{Inside radius or outside radius?}

Suppose the substrate is wrapped around a rod of radius $R_i=5\,\mathrm{mm}$. The rod touches the concave face, so $R_i$ is the radius of that face. The neutral plane is half a thickness further out, at radius $R_i+t/2$. The surfaces are still at $z=\pm t/2$, and the size of the strain is
\begin{equation}
|\varepsilon|=\frac{t/2}{R_i+t/2}=\frac{t}{2R_i+t},
\label{eq:inner}
\end{equation}
where numerator and denominator were multiplied by two. In numbers,
\begin{equation}
|\varepsilon|=\frac{0.125}{10+0.125}=0.0123=1.23\,\% .
\end{equation}

If instead $R_o=5\,\mathrm{mm}$ is the radius of the convex face, the neutral plane is half a thickness further in:
\begin{align}
|\varepsilon|&=\frac{t/2}{R_o-t/2}=\frac{t}{2R_o-t}\nonumber\\
&=\frac{0.125}{10-0.125}=0.0127=1.27\,\% .
\end{align}

Each choice therefore differs from $t/(2R)$ by little more than one part in a hundred, and the two differ from each other by about $2.5$ parts in a hundred. The reason can be read from equation~\eqref{eq:inner}. Dividing it by the simple estimate $t/(2R_i)$ gives
\begin{equation}
\frac{t/(2R_i+t)}{t/(2R_i)}=\frac{2R_i}{2R_i+t}
=\frac{1}{1+t/(2R_i)} .
\end{equation}
The relative correction is about $t/(2R_i)$, which is the strain itself. When the strain is small, the ambiguity in the radius is equally small in relative terms.

This also indicates how many digits to trust. We assumed that the thickness stays constant, but a stretched layer normally becomes a little thinner and a compressed one a little thicker. These two changes largely offset each other, and for a material whose stress is linear in the strain they alter the surface strain far less than the choice of radius does. A larger uncertainty is that no real substrate responds exactly alike in tension and compression: a modest asymmetry shifts the surface strain by a relative one to a few per cent, comparable with the difference between the radius conventions. An answer of $1.25\,\%$, or about $1.3\,\%$, is adequate; further digits would describe the idealized geometry and not a real substrate.

For a very sharp fold the distinction matters a great deal. As $R_i\to0$, equation~\eqref{eq:inner} tends to $1$, a strain of $100\,\%$, while the simple estimate $t/(2R_i)$ grows without limit. Neither should be believed there: a concave face compressed to zero length is far outside linear elasticity, and the thickness would not stay constant.

\subsection*{Choosing the radius for a wanted strain}

The question can also be reversed: how far must the substrate be bent to reach a given strain? Multiplying $\varepsilon=t/(2R)$ by $R$ and dividing by $\varepsilon$ gives
\begin{equation}
R=\frac{t}{2\varepsilon}.
\end{equation}
For a surface strain of $1\,\%$ on your substrate,
\begin{equation}
R=\frac{0.125\,\mathrm{mm}}{2\times0.01}=6.25\,\mathrm{mm}.
\end{equation}
This is a larger radius than $5\,\mathrm{mm}$, as it should be, because gentler bending gives less strain. At fixed radius the strain is proportional to the thickness, so a substrate half as thick would have half the surface strain. This is why thin substrates can be bent tightly without straining the device much.

\subsection*{Does the stiff channel move the neutral plane?}

It does, but for a continuous film much thinner than the substrate what counts is the product of modulus and thickness, not the modulus alone. Let a film of thickness $h$ and modulus $E_f$ be bonded to the convex face of a substrate of modulus $E_s$. Both are effective moduli along the bend, and differences in sideways contraction between the two materials are ignored. The film occupies $t\le y\le t+h$, and the condition of zero net force becomes
\begin{equation}
\int_0^t E_s\frac{y-y_n}{R}\,dy+\int_t^{t+h}E_f\frac{y-y_n}{R}\,dy=0 .
\end{equation}
The integrand is linear in $y$ within each layer, so each integral is the layer thickness times the value at the middle of the layer. The middles are at $t/2$ and $t+h/2$. After multiplication by $R$,
\begin{equation}
E_st\left(\frac t2-y_n\right)+E_fh\left(t+\frac h2-y_n\right)=0 .
\end{equation}
Write $y_n=t/2+d$, so that $d$ is the shift of the neutral plane from the middle of the substrate towards the film. Then
\begin{align}
-E_st\,d+E_fh\left(\frac{t+h}{2}-d\right)&=0,\nonumber\\
(E_st+E_fh)\,d&=E_fh\,\frac{t+h}{2},\nonumber\\
d&=\frac{E_fh\,(t+h)}{2(E_st+E_fh)} .
\label{eq:shift}
\end{align}
A quick check is the case $E_f=E_s$. It gives $d=h/2$, which puts the neutral plane in the middle of the combined thickness $t+h$, as expected for a single homogeneous sheet.

The middle of the film is at height $t+h/2-y_n=(t+h)/2-d$ above the neutral plane. With $R$ measured to the shifted neutral plane, its strain is
\begin{align}
\varepsilon_f&=\frac1R\left(\frac{t+h}{2}-d\right)\nonumber\\
&=\frac{t+h}{2R}\left(1-\frac{E_fh}{E_st+E_fh}\right)\nonumber\\
&=\frac{t+h}{2R}\,\frac{E_st}{E_st+E_fh}.
\label{eq:film}
\end{align}
If $h\ll t$ and $E_fh\ll E_st$, this returns to $t/(2R)$. In the opposite limit $E_fh\gg E_st$, the last fraction tends to zero: the film dictates where the neutral plane lies, and the plane moves to the middle of the film.

For numbers, take round model values $E_s=4\,\mathrm{GPa}$ and $E_f=200\,\mathrm{GPa}$, and a film $0.7\,\mathrm{nm}=0.0007\,\mu\mathrm{m}$ thick to represent an atomically thin channel. The two products are
\begin{align}
E_st&=4\times125=500\,\mathrm{GPa}\,\mu\mathrm{m},\nonumber\\
E_fh&=200\times0.0007=0.14\,\mathrm{GPa}\,\mu\mathrm{m}.
\end{align}
The film has fifty times the modulus, but so little thickness that its product is thousands of times smaller. Equation~\eqref{eq:shift} gives a shift of $17.5\,\mathrm{nm}$, to be compared with the $62.5\,\mu\mathrm{m}$ from the middle of the substrate to its surface. The channel strain is lower than $t/(2R)$ by a relative $0.03\,\%$, so it is still $1.25\,\%$. The central neutral plane is a very good assumption for the channel itself.

A thicker stiff coating is different. With the same moduli and $h=1\,\mu\mathrm{m}$, the product $E_fh$ is $200\,\mathrm{GPa}\,\mu\mathrm{m}$, and
\begin{equation}
d=\frac{200\times126}{2\times700}\,\mu\mathrm{m}=18\,\mu\mathrm{m}.
\end{equation}
The strain in the middle of the coating follows from equation~\eqref{eq:film}:
\begin{equation}
\varepsilon_f=\frac{126}{2\times5000}\times\frac{500}{700}=0.0090=0.90\,\% .
\end{equation}
This is $28\,\%$ below $t/(2R)$, although the coating adds less than one per cent to the total thickness. The number assumes an intact elastic coating; a brittle film of this thickness and stiffness would usually crack before reaching such a strain. For several continuous layers on the same face, each much thinner than the substrate, the products of modulus and thickness can be added and the sum compared with the product for the substrate. Layers on the opposite face shift the plane the other way, and a thick layer also counts through its distance from the neutral plane. The rule says nothing about patterned parts such as contacts. A contact of modulus $E_c$ and thickness $h_c$ stiffens the surface locally and disturbs the strain over distances of order $E_ch_c/E_s$, about $1\,\mu\mathrm{m}$ for $50\,\mathrm{nm}$ of an $80\,\mathrm{GPa}$ metal. In a bonded channel of that length between two such contacts the strain can be two or three times $t/(2R)$, although the neutral plane hardly moves.

\subsection*{When the channel does not have the surface strain}

The calculation gives the strain of the substrate surface. A firmly attached channel has the same strain away from its free edges. Close to a free edge its strain is lower, because nothing pulls on the edge itself and the substrate can stretch the channel only through the interface. With perfect bonding the length scale is $E_fh/E_s=35\,\mathrm{nm}$ for the model values above, but the recovery is slow, so a flake under a micrometre long stays noticeably below the surface strain even at its centre. If the interface can carry at most a shear stress $\tau$, the edge zone is $E_fh\varepsilon/\tau$ long, which is $3.5\,\mu\mathrm{m}$ for an assumed $\tau=0.5\,\mathrm{MPa}$ and may exceed the whole channel. If the channel slips or forms wrinkles, its strain can differ from that of the surface beneath it, and the bending radius alone no longer tells you what it is.

A pull along the substrate also changes the result. Suppose it stretches the middle plane by a small strain $\varepsilon_0$. The middle plane, now at radius $R$, has length $R\theta=(1+\varepsilon_0)L$, and a layer at height $z$ above it has length $(R+z)\theta$. Its strain is
\begin{align}
\varepsilon(z)&=\frac{(R+z)\theta}{L}-1
=(1+\varepsilon_0)\left(1+\frac zR\right)-1\nonumber\\
&=\varepsilon_0+\frac zR+\varepsilon_0\frac zR
\approx\varepsilon_0+\frac zR .
\end{align}
The dropped term is a product of two small strains. The faces then have strains $\varepsilon_0\pm t/(2R)$, which are no longer equal and opposite. The phrase ``assuming a central neutral plane'' in your exercise excludes this case, as it excludes a thick stiff coating. What is left is $t/(2R)$, and for your substrate a surface strain of $1.25\,\%$.

\section*{Table of computed values}
\begin{verbatim}
Substrate thickness: 125.0 micrometres
Bending radius: 5.000 mm
Neutral height from force balance: 62.5000 micrometres
Surface strain, dimensionless: 0.01250
Surface strain, convex face: +1.2500 %
Surface strain, concave face: -1.2500 %
Measured convex strain: +1.2500 %
Measured concave strain: -1.2500 %
Strip length: 10.000 mm
Bend angle of strip: 2.0000 rad
Elongation of convex face: 125.000 micrometres
Strain magnitude, radius to inner face: 1.2346 %
Strain magnitude, radius to outer face: 1.2658 %
Wrong result using full thickness: 2.5000 %
Target surface strain: 1.00 %
Neutral radius for target strain: 6.250 mm
Substrate modulus: 4.0 GPa
Film modulus: 200.0 GPa
Thin film thickness: 0.70 nm
Neutral-plane shift, thin film: 17.495 nm
Mid-film strain, thin film: 1.2497 %
Relative strain change, thin film: -0.0274 %
Thick film thickness: 1.00 micrometres
Neutral-plane shift, thick film: 18.000 micrometres
Mid-film strain, thick film: 0.9000 %
Relative strain change, thick film: -28.00 %
\end{verbatim}
